\section*{Knudsen Diffusion Through Parallel Winding Capillaries in a Porous Film}

\section*{The problem}

A dielectric film of thickness $L$ is crossed by many identical, winding capillaries. They run side by side from one face to the other without joining. An observer who sees only the film assigns it one diffusivity. The task is to find it from the motion of atoms inside the capillaries, and to learn when the answer can be used.

Let $z$ be the depth below the entrance face and $s$ the length measured along a capillary. There are $N$ capillaries per unit film area. Each has a circular cross-section of diameter $d$ and area $a=\pi d^2/4$, taken normal to its own axis. The centreline has length $S=\tau L$, with $\tau\ge 1$. The porosity $p$ is the fraction of the film volume that the capillaries occupy. The density $c$ counts atoms per unit volume \emph{inside} the pores. If $J$ is the number of atoms crossing unit total film area per unit time, the macroscopic diffusivity is defined by
\begin{equation}
J=-D_{\rm eff}\frac{dc}{dz}.
\label{def}
\end{equation}

The gas is so dilute that atoms meet walls and not each other. A wall returns each atom at once, in a direction drawn from the cosine law and independent of its past, with the wall's temperature $T$. Except in part (f), no atom is lost. The capillaries are much longer than $d$.

\section*{(a) Diffusion along one straight tube}

\emph{Find the diffusivity $D$ along a long straight tube in terms of $d$ and the mean thermal speed $v=\sqrt{8k_{\rm B}T/\pi m}$, where $m$ is the atomic mass.}

\textbf{Solution.} Let $\alpha$ be the angle between the flight and the tube axis, and $\phi$ the angle between the flight's projection on the cross-section and the inward normal. The solid angle is $\sin\alpha\,d\alpha\,d\phi$, and the normal component of the direction is $\sin\alpha\cos\phi$. The cosine law therefore gives the probability
\begin{equation}
dP=\frac1\pi\sin^2\!\alpha\,\cos\phi\,d\alpha\,d\phi,\quad
0<\alpha<\pi,\quad |\phi|<\frac{\pi}{2}.
\end{equation}
It is normalized, since the two integrals are $\pi/2$ and $2$.

The projected flight is a chord of a circle, of length $d\cos\phi$. The full flight has length $\ell_f=d\cos\phi/\sin\alpha$, and its axial part is $\Delta s=d\cos\phi\cot\alpha$. Their averages are
\begin{align}
\langle \ell_f\rangle
&=\frac d\pi\int_0^\pi\!\sin\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\!\cos^2\phi\,d\phi
=\frac d\pi\,(2)\,\frac{\pi}{2}=d,\\
\langle \Delta s^2\rangle
&=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\!\cos^3\phi\,d\phi
=\frac{d^2}{\pi}\,\frac{\pi}{2}\,\frac43=\frac{2d^2}{3}.
\end{align}

The mean flight time also needs the speed. Fast atoms reach the wall more often, so the speeds of atoms leaving it are distributed as $u f(u)/v$, where $f$ is the normalized Maxwell distribution of speeds in the gas. Hence
\begin{equation}
\Big\langle\frac1u\Big\rangle_{\rm wall}
=\int_0^\infty\frac1u\,\frac{u f(u)}{v}\,du=\frac1v .
\end{equation}
Speed and direction are independent, so the mean flight time is $d/v$.

Forward and backward steps are equally likely after each reflection, whatever came before. Successive steps are thus uncorrelated, and their mean squares add. After a long time $t$ there have been about $tv/d$ flights, and
\begin{equation}
2Dt=\frac{tv}{d}\,\frac{2d^2}{3}
\quad\Longrightarrow\quad
D=\frac{d\,v}{3}.
\label{DK}
\end{equation}

In a winding capillary $D$ will denote the diffusivity along the axis, assumed uniform along the path. Equation (\ref{DK}) supplies its value when bends are gentle; part (e) examines that condition.

\section*{(b) The macroscopic diffusivity}

\emph{Relate $N$ to the porosity. Then find $D_{\rm eff}$ in the steady state with densities $c_1$ at the entrance and $c_2$ at the exit.}

\textbf{Solution.} One capillary has volume $aS=a\tau L$. Unit film area contains $N$ of them in a volume $L$, so
\begin{equation}
p=\frac{N a\tau L}{L}=N a\tau,
\qquad N a=\frac p\tau .
\label{porosity}
\end{equation}
The summed normal section $Na$ is smaller than $p$, because a winding tube uses more volume than a straight one of the same section.

In the steady state the current $I$ through one capillary is the same at every $s$. With uniform $a$ and $D$, $I=-aD\,dc/ds$ makes $c$ linear in $s$:
\begin{equation}
I=aD\,\frac{c_1-c_2}{\tau L}.
\end{equation}
The currents of the $N$ capillaries add:
\begin{equation}
J=N I=\frac{NaD}{\tau}\,\frac{c_1-c_2}{L}
=\frac{pD}{\tau^2}\,\frac{c_1-c_2}{L}.
\end{equation}
Comparison with (\ref{def}), where $-dc/dz$ is the mean gradient $(c_1-c_2)/L$, gives
\begin{equation}
\boxed{D_{\rm eff}=\frac{pD}{\tau^2}}
\label{main}
\end{equation}

The two factors of $\tau$ have different origins. One comes from the longer path, which weakens the gradient along the axis. The other comes from the smaller section available at fixed porosity. If $Na$ is held fixed instead, the same result reads $D_{\rm eff}=NaD/\tau$, with one factor.

For straight tubes normal to the film, $\tau=1$ and $D_{\rm eff}=pD$. For straight tubes all tilted by $\theta$, $\tau=1/\cos\theta$ and $D_{\rm eff}=pD\cos^2\theta$. Here one cosine projects the gradient on the tube and the other projects the flux on the film normal.

If the capillaries differ, let class $i$ occupy the volume fraction $p_i$. All classes share the end densities and do not exchange atoms, so their currents add:
\begin{equation}
D_{\rm eff}=\sum_i\frac{p_iD_i}{\tau_i^2}.
\end{equation}
With equal $D_i$, the quantity to average over pore volume is $1/\tau^2$. Because $1/\tau^2$ is a convex function, this average is at least $1/\bar\tau^{\,2}$, where $\bar\tau$ is the volume-averaged path ratio.

\section*{(c) Varying slope and relaxation in time}

\emph{Show that the result survives when the tilt $\theta(z)$ of the capillaries varies with depth. Find also how fast the film empties when both faces are held at $c=0$.}

\textbf{Solution.} Suppose that the path never turns back, so $|\theta|<\pi/2$. Then $ds=dz/\cos\theta$, and the flux per film area is
\begin{equation}
J=-NaD\frac{dc}{ds}=-NaD\cos\theta(z)\frac{dc}{dz}.
\end{equation}
Since $J$ is constant in the steady state, division by $\cos\theta$ and integration give
\begin{equation}
c_1-c_2=\frac{J}{NaD}\int_0^L\frac{dz}{\cos\theta(z)}
=\frac{J\,\tau L}{NaD}.
\end{equation}
The integral is the path length. Solving for $J$ and using $Na=p/\tau$ returns (\ref{main}). Strongly tilted parts have a larger resistance per unit depth, and resistances in series add.

For the time dependence, conservation along a capillary gives $\partial c/\partial t=D\,\partial^2c/\partial s^2$. With empty ends the slowest mode is $\sin(\pi s/S)\,e^{-t/t_1}$. Two derivatives in $s$ produce $-\pi^2/S^2$, so
\begin{equation}
\frac1{t_1}=\frac{\pi^2D}{(\tau L)^2}
=\frac{\pi^2}{L^2}\,\frac{D_{\rm eff}}{p}.
\label{rate}
\end{equation}
The spreading of $c$ is thus governed by $D_{\rm eff}/p=D/\tau^2$. The porosity cancels because it multiplies both the stored gas and the flux. If the walls hold no extra gas, a diffusivity inferred from the speed of filling must therefore be multiplied by $p$ before it is used in (\ref{def}).

\section*{(d) Helium in a model porous film}

\emph{Evaluate the results for helium at $300$ K. The capillaries have $d=2$ nm and consist of twelve circular arcs of centreline radius $R=10$ nm, bending alternately left and right. Along each arc the tilt runs between $-\beta$ and $\beta$, with $\beta=60^\circ$. Neighbours are displaced by $5$ nm in the plane of winding and by $3$ nm across it.}

\textbf{Solution.} An arc has path length $2R\beta$ and advances by $2R\sin\beta$ in depth. Hence
\begin{equation}
\tau=\frac{\beta}{\sin\beta}=\frac{1.047}{0.866}=1.209,
\end{equation}
with $L=207.8$ nm and $S=251.3$ nm. The tubes do not touch: because the tilt never exceeds $60^\circ$, the centrelines of neighbours in the plane of winding stay at least $5\cos60^\circ=2.5$ nm apart, which exceeds $d$, and the other spacing is $3$ nm.

With $N=1/(15\ {\rm nm^2})=0.0667\ {\rm nm^{-2}}$ and $a=3.142\ {\rm nm^2}$,
\begin{equation}
Na=0.2094,\qquad p=0.2094\times1.209=0.253 .
\end{equation}
Random points thrown into the actual winding array fall inside a tube with frequency $0.2533$, which confirms the volume count.

The mean speed is $v=1260$ m/s, the same as $1260$ nm/ns. Then
\begin{align}
D&=\frac{2\times1260}{3}\ {\rm nm^2/ns}
=8.40\times10^{-3}\ {\rm cm^2/s},\\
D_{\rm eff}&=\frac{0.2533\times8.398\times10^{-3}}{1.209^2}
\ {\rm cm^2/s}
\simeq1.45\times10^{-3}\ {\rm cm^2/s},
\end{align}
or $1.45\times10^{-7}\ {\rm m^2/s}$. The film conducts about one sixth as well as a space filled by gas of diffusivity $D$. Porosity supplies a factor of about $1/4$ and winding a factor of $0.68$.

Equation (\ref{rate}) gives $t_1=251.3^2/(\pi^2\times840)\simeq7.6$ ns. A numerical solution in depth $z$, with the varying tilt kept cell by cell, gives the same $D_{\rm eff}$ and $t_1$ to the four digits shown in the numerical output.

\section*{(e) Finite length and bends}

\emph{The derivation used diffusion up to the very ends of the tube, and the value of $D$ for a straight tube. How large are the two errors in the example?}

\textbf{Solution: ends.} The flux can be found without a diffusion law. Keep the straight-tube flight statistics along the path, treat the openings as if they were cut normal to the axis, and let $q(s)$ be the probability that an atom leaving the wall at $s$ finally emerges at the far end. It either flies out directly or hits the wall again at $s'$:
\begin{equation}
q(s)=F(S-s)+\int_0^S K(|s-s'|)\,q(s')\,ds'.
\end{equation}
Here $F(x)$ is the probability that an axial step exceeds $x$ in the chosen direction, and $K=-dF/dx$; both follow from the cosine law. Averaging over the first flights of entering atoms gives a transmission probability $W\simeq0.0104$. The equation was solved with cells of length $0.1d$, which leaves an error of a few tenths of a percent.

A gas of density $c$ sends $cv/4$ atoms per unit time through unit opening area. The net flux is therefore $J=Na(v/4)W(c_1-c_2)$, and
\begin{equation}
D_{\rm eff}^{\rm kin}=\frac{Na\,v\,W L}{4}
=1.42\times10^{-3}\ {\rm cm^2/s}.
\end{equation}
This is about $0.98$ of the value from (\ref{main}). For a film half as thick the ratio is about $0.96$, so the error grows as the tube shortens. The resistance added by the second half of the path gives $1.45\times10^{-3}\ {\rm cm^2/s}$, within $1\%$ of the formula. The discrepancy thus acts as an added resistance that changes little with length. It is not strictly confined to the openings: the excess $1/W-3S/(4d)$ is about $2.1$ for the half path and $2.3$ for the full one, and it grows by about $0.19$ with each doubling of $S$. This logarithmic growth arises because a finite tube cuts off the long flights discussed below. The ratio of the two values is $3WS/(4d)$, which depends on $S/d$ alone, so this calculation tests the use of diffusion along the path and not the dependence on $p$ and $\tau$.

\textbf{Solution: bends.} A bend interrupts long flights, and these matter more than their rarity suggests. For $x\gg d$, a flight advances beyond $x$ when $\alpha<d\cos\phi/x$. Replacing $\sin\alpha$ by $\alpha$,
\begin{equation}
F(x)\simeq\frac1\pi\int_{-\pi/2}^{\pi/2}\!\cos\phi\,
\frac{(d\cos\phi)^3}{3x^3}\,d\phi
=\frac{d^3}{3\pi x^3}\,\frac{3\pi}{8}=\frac{d^3}{8x^3}.
\end{equation}
The probability density on each side is $-F'=3d^3/(8x^4)$. Steps longer than $X$, in both directions, contribute
\begin{equation}
2\int_X^\infty x^2\,\frac{3d^3}{8x^4}\,dx=\frac{3d^3}{4X}
\end{equation}
to $\langle\Delta s^2\rangle$. Relative to $2d^2/3$ this is $9d/(8X)$, which falls slowly with $X$.

In the plane of a bend, the chord that touches the inner wall has length
\begin{equation}
X=2\sqrt{(R+d/2)^2-(R-d/2)^2}=2\sqrt{2Rd}.
\end{equation}
For $R\gg d$ a cutoff at this length suggests a loss of order $\sqrt{d/R}$. It is a scale, not an accurate formula, since a bend changes shorter flights too.

Three-dimensional tracing of about $10^6$ flights in a tube of constant curvature gives the ratio of bent to straight diffusivity directly. It is $0.90$ at $R=10$ nm and $0.96$ at $100$ nm, where the cutoff estimate would give losses of $18\%$ and $6\%$. At $1000$ nm the estimated loss is only $2\%$, and the rare long flights leave a sampling uncertainty of comparable size, so the tracing does not resolve it.

With the first ratio, $D_{\rm eff}\simeq1.3\times10^{-3}\ {\rm cm^2/s}$. The example's arcs alternate, so this is an estimate of size. The argument of part (b) is unaffected if the bent-tube $D$ is uniform along the path; what fails is the replacement of that $D$ by $dv/3$.

\section*{(f) Radicals that are lost at the wall}

\emph{Suppose that a reactive radical is removed with small probability $\gamma$ at each wall collision. How deep does it penetrate, if the far end is closed and causes no extra loss?}

\textbf{Solution.} The collision rate is $v/d$, so for $\gamma\ll1$ the loss rate is $k=\gamma v/d$. The steady density obeys $D\,d^2c/ds^2=kc$. Its decay length along the capillary is
\begin{equation}
\lambda=\sqrt{\frac Dk}
=\sqrt{\frac{dv}{3}\,\frac{d}{\gamma v}}
=\frac{d}{\sqrt{3\gamma}} .
\end{equation}
The solution with $c=c_1$ at $s=0$ and zero gradient at $s=S$ is
\begin{equation}
\frac{c(s)}{c_1}=\frac{\cosh[(S-s)/\lambda]}{\cosh(S/\lambda)} .
\end{equation}
A path length $\lambda$ corresponds on average to the depth $\lambda/\tau$. The depth carries one factor of $\tau$, being the square root of $(D_{\rm eff}/p)/k=D/(\tau^2k)$.

The speed has cancelled. At fixed $\gamma$ and $d$, the depth therefore does not depend on mass or temperature; any dependence enters through $\gamma$. For the rough choice $\gamma=10^{-3}$, $\lambda=36.5$ nm and the depth is about $30$ nm. At the closed far face the density is $1/\cosh(251.3/36.5)\simeq0.002$ of its entrance value. These values use the straight-tube $D$. The reduction of $D$ by bends, a factor of about $0.90$ in the example, shortens $\lambda$ by only $5\%$ but lowers the far-face density to about $0.0014$, because the decay is exponential. The numbers describe a generic radical, not helium. When $\lambda$ is no longer much larger than $d$, the diffusion description itself fails.

\section*{(g) What the model leaves out}

\emph{Estimate some of the remaining effects for helium, and compare the model with a real porous dielectric.}

\textbf{Solution.} At a pressure $P=0.1$ Torr and with a rough atomic diameter $\sigma=0.26$ nm, the mean free path between gas collisions is $k_{\rm B}T/(\sqrt2\,\pi\sigma^2P)\simeq1$ mm. This is about $5\times10^5$ pore diameters, so wall collisions dominate. The thermal wavelength, $0.05$ nm, is small beside $d$.

The size of the atom matters much more. If $2$ nm is the distance between wall surfaces, the atom's centre moves in a tube of diameter $d-\sigma$. At fixed $N$ and path, the flow varies as $aD\propto d^3$, which gives the factor
\begin{equation}
\left(\frac{2-0.26}{2}\right)^3\simeq0.66 .
\end{equation}
For walls that obey the cosine law, this is the largest of the reductions in flow estimated here for the ideal array. If it is treated as independent of the bend and end factors, the product is $0.66\times0.90\times0.98\simeq0.58$, and $D_{\rm eff}$ falls to roughly $0.8\times10^{-3}\ {\rm cm^2/s}$. The bend and end factors are not independent of each other, since both remove long flights. With the step lengths of the winding tube the end factor is nearer $0.99$, which raises the product by about $1\%$.

A weak attraction stores extra gas near the wall. Take a rough well of depth $\varepsilon=0.015$ eV and width $w=0.2$ nm. For this estimate let $d=2$ nm be the diameter open to the atom's centre. The well occupies the fraction $1-(1-2w/d)^2=0.36$ of the section, and the excess relative to free gas is
\begin{equation}
0.36\left(e^{\varepsilon/k_{\rm B}T}-1\right)\simeq0.28 .
\end{equation}
If the flow were unchanged, relaxation would be slower by the factor $1.28$. The well also deflects the atoms, an effect not included here.

The cosine law is itself an assumption about the wall. Suppose that a fraction $f$ of the reflections is mirror-like instead. In a straight round tube such a reflection repeats the previous axial step, so the steps between two cosine reflections add in one direction. Their number $n$ has the probability $(1-f)f^{n-1}$, and $D$ is multiplied by
\begin{equation}
\frac{\langle n^2\rangle}{\langle n\rangle}=\frac{1+f}{1-f}.
\end{equation}
For $f=0.2$ this is $1.5$. In the winding tube of the example the gain is somewhat smaller, about $1.4$, still enough to offset much of the reduction found above. The value of $f$ depends on the gas and the surface and must be known separately.

Porous organosilicate dielectrics can have pores of roughly $1$ to $3$ nm and porosities of some tens of percent, so the chosen diameter and porosity are in a realistic range. The thickness, about $0.2\ \mu$m, is chosen for illustration, and $0.1$ Torr is a plausible plasma-process pressure. The regular parallel array is the unrealistic part: real pores join, end blindly and vary in width. Narrow necks can move the result far more than the corrections above. As an illustration, let half of each path narrow from $2$ to $1$ nm, with $N$ and the path fixed. For atoms of negligible size, the resistance per length there rises by $2^3=8$, the total by $(1+8)/2=4.5$, and the flow falls by the same factor, apart from the resistance of the junctions. With the diameters $1.74$ and $0.74$ nm open to the centre of a helium atom, the same estimate gives a factor of about $7$. Equation (\ref{main}) with a geometrical $\tau$ is therefore a result for uniform, separate capillaries. A value of $\tau$ fitted to the flow through a real film also absorbs necks and connections, and need not equal a path-length ratio.

\section*{Computed values}
\begin{verbatim}
temperature: 300 K
capillary diameter d: 2 nm
bend radius: 10 nm
greatest tilt: 60 degrees
lattice spacing in winding plane: 5 nm
lattice spacing across winding plane: 3 nm
number of arcs: 12
film thickness L: 207.8 nm
capillary path length: 251.3 nm
path-length ratio tau: 1.209
capillaries per film area N: 0.06667 nm^-2
normal section a: 3.142 nm^2
tube section per film area N a: 0.2094
porosity p = N a tau: 0.2533
porosity from random points: 0.2533
helium atom mass: 6.6465e-27 kg
mean thermal speed v: 1260 m/s
mean flight length, quadrature: 2 nm
mean square axial step, quadrature: 2.667 nm^2
D = d v/3: 0.008398 cm^2/s
D from flight integrals: 0.008398 cm^2/s
D/tau^2 (spreading inside pores): 0.005744 cm^2/s
D_eff = p D/tau^2: 0.001455 cm^2/s
D_eff = p D/tau^2, SI: 1.455e-07 m^2/s
D_eff from finite volumes: 0.001455 cm^2/s
kinetic transmission probability: 0.01038
D_eff kinetic, with ends: 0.001424 cm^2/s
ratio kinetic/formula, full film: 0.9787
ratio kinetic/formula, half film: 0.9594
D_eff kinetic, ends removed: 0.001453 cm^2/s
slowest relaxation time, formula: 7.621 ns
slowest relaxation time, volumes: 7.621 ns
D bent/D straight at bend radius 10 nm: 0.898
D bent/D straight at bend radius 100 nm: 0.964
D bent/D straight at bend radius 1000 nm: 0.974
D_eff with constant-bend estimate: 0.00131 cm^2/s
gas pressure: 0.1 Torr
rough helium diameter: 0.26 nm
gas mean free path: 1 mm
mean free path / d: 5.2e+05
flow factor from atom size: 0.66
rough wall well depth: 0.015 eV
rough wall well width: 0.2 nm
extra gas held by well / free gas: 0.28
thermal wavelength: 0.05 nm
rough radical loss probability: 0.001
radical decay length along axis: 36.5 nm
radical decay depth in film: 30.2 nm
radical density at closed far face / entrance: 0.00205
same from 1/cosh(L/depth): 0.00205
\end{verbatim}
